\section*{Choosing the Anchor in a Subtractive Kramers–Kronig Transform of Infrared Absorption}

\section{One absorption curve, two refractive indices}

A model low-$k$ film has refractive index 1.160 at 1273 cm$^{-1}$. A Kramers--Kronig transform of its absorption between 650 and 4000 cm$^{-1}$ returns 0.783. The same data with one known index, $n=1.350$ at 2001 cm$^{-1}$, return 1.172. At 701 cm$^{-1}$, however, the anchored result is 1.637 where the true value is 1.540. What has the anchor repaired, and what has it left alone?

The question arises whenever an electronic-structure program, or a tool that processes its spectra, offers to turn absorption into a refractive index. The settings are a frequency window, a choice between the plain and the subtractive transform, and an anchor frequency with its index. The analysis below shows what each of them does.

\section{What the two settings compute}

Let $N=n+ik$ be the complex index of an isotropic, passive insulator, with time factor $e^{-i\omega t}$, so that absorption means $k\ge 0$ at positive frequency. Frequencies $\nu$ and $x$ are wavenumbers in cm$^{-1}$. The example uses Lorentz oscillators,
\begin{equation}
N^2=\varepsilon(\nu)=1+\sum_j\frac{S_j\nu_j^2}{\nu_j^2-\nu^2-i\gamma_j\nu}.
\end{equation}
At a complex frequency $z=\xi+iy$ with $\xi,y>0$, the imaginary part of each denominator is $-\xi(2y+\gamma_j)<0$, so $\operatorname{Im}\varepsilon>0$. For $\xi<0$ the sign is reversed, and on the positive imaginary axis $\varepsilon$ is real and above 1. Thus $\varepsilon$ has neither poles nor zeros in the upper half-plane, and its square root is analytic there. At large $|z|$, $N-1$ falls as $z^{-2}$.

Integrate $(N-1)/(x-\nu)$ along the real axis, passing above the pole, and close the path by a large upper semicircle. The large arc contributes nothing, the small arc gives $-i\pi[N(\nu)-1]$, and the total is zero:
\begin{equation}
P\!\int_{-\infty}^{\infty}\frac{N(x)-1}{x-\nu}\,dx=i\pi[N(\nu)-1].
\end{equation}
The imaginary part is $P\int k/(x-\nu)\,dx=\pi[n(\nu)-1]$. A real response has $k(-x)=-k(x)$, so replacing $x$ by $-x$ on the negative half-axis turns that half into $\int_0^\infty k/(x+\nu)\,dx$. Since $1/(x-\nu)+1/(x+\nu)=2x/(x^2-\nu^2)$,
\begin{equation}
n(\nu)-1=\frac{2}{\pi}P\!\int_0^\infty\frac{x\,k(x)}{x^2-\nu^2}\,dx .
\label{kk}
\end{equation}

The plain setting keeps the measured or calculated window $a<x<b$:
\begin{equation}
n_U(\nu)=1+\frac2\pi P\!\int_a^b\frac{x\,k(x)}{x^2-\nu^2}\,dx .
\label{plain}
\end{equation}
For the subtractive setting, write (\ref{kk}) at $\nu$ and at the anchor $\nu_0$ and subtract. The kernels combine as
\begin{equation}
\frac1{x^2-\nu^2}-\frac1{x^2-\nu_0^2}
=\frac{\nu^2-\nu_0^2}{(x^2-\nu^2)(x^2-\nu_0^2)} .
\label{pf}
\end{equation}
Restricting the integral to the window then gives
\begin{equation}
n_S(\nu)=n(\nu_0)+\frac{2(\nu^2-\nu_0^2)}{\pi}
P\!\int_a^b\frac{x\,k(x)\,dx}{(x^2-\nu^2)(x^2-\nu_0^2)} .
\label{ss}
\end{equation}
The kernel now falls as $x^{-3}$ instead of $x^{-1}$, which suggests a general gain in accuracy. Reading (\ref{pf}) from right to left shows what the gain consists of:
\begin{equation}
n_S(\nu)=n_U(\nu)+\bigl[n(\nu_0)-n_U(\nu_0)\bigr].
\label{shift}
\end{equation}
The bracket does not depend on $\nu$. Anchoring moves the plain curve rigidly until it passes through the known point; its shape stays as it was. At 1273 cm$^{-1}$ the example gives $0.7833+(1.3499-0.9608)=1.1724$, the value quoted at the start to within rounding.

\section{The truncation error and its sign}

The contribution of the absorption outside the window is
\begin{equation}
E(\nu)=\frac2\pi\int_{\rm outside}\frac{x\,k(x)}{x^2-\nu^2}\,dx .
\end{equation}
Define errors as true minus recovered. Equations (\ref{kk}) and (\ref{plain}) give $n-n_U=E(\nu)$, and (\ref{shift}) then gives
\begin{equation}
n(\nu)-n_S(\nu)=E(\nu)-E(\nu_0).
\label{errS}
\end{equation}
Inside the window the integrand of $E$ has no pole, so it can be differentiated:
\begin{equation}
\frac{dE}{d\nu}=\frac{4\nu}\pi\int_{\rm outside}\frac{x\,k(x)}{(x^2-\nu^2)^2}\,dx>0 .
\end{equation}
With an anchor inside the window, the recovered index is therefore too high below the anchor and too low above it.

Anchoring helps at $\nu$ when $|E(\nu)-E(\nu_0)|<|E(\nu)|$. Squaring and cancelling $E(\nu)^2$ leaves $E(\nu_0)[E(\nu_0)-2E(\nu)]<0$. The condition is that $E(\nu_0)$ lies strictly between 0 and $2E(\nu)$, and it can fail. Which case applies depends on where absorption is missing and on the positions of $\nu$ and $\nu_0$.

\subsection{Absorption missing above the window}

Let $E_h$ be the part of $E$ from $x>b$, with $\nu$ and $\nu_0$ inside the window. By (\ref{pf}), its anchored error is $E_h$ with the integrand multiplied by $(\nu^2-\nu_0^2)/(x^2-\nu_0^2)$. Since $x\ge b$,
\begin{equation}
|E_h(\nu)-E_h(\nu_0)|\le\frac{|\nu^2-\nu_0^2|}{b^2-\nu_0^2}\,E_h(\nu).
\end{equation}
If the missing absorption sits near a remote frequency $X$, the factor is about $(\nu^2-\nu_0^2)/X^2$. Electronic absorption thus adds a nearly constant amount to the infrared index, and one anchor supplies a constant.

\subsection{Absorption missing below the window}

Let $E_l$ be the part from $x<a$. It is negative, because $x<\nu$, and (\ref{pf}) gives
\begin{equation}
E_l(\nu)-E_l(\nu_0)=\frac{2(\nu^2-\nu_0^2)}\pi
\int_0^a\frac{x\,k(x)\,dx}{(\nu^2-x^2)(\nu_0^2-x^2)} .
\end{equation}
Relative to $|E_l(\nu)|$, its size is an average of $|\nu^2-\nu_0^2|/(\nu_0^2-x^2)$ with positive weight $xk/(\nu^2-x^2)$. For $\nu<\nu_0$ the numerator is smaller than the denominator, because $x<\nu$, so the ratio is below 1. For $\nu>\nu_0$ the denominator is at most $\nu_0^2$, so the ratio is at least $\nu^2/\nu_0^2-1$. Beyond $\nu=\sqrt2\,\nu_0$ anchoring increases the low-side error: the plain error dies away there, while the anchor carries its own larger error upward.

\subsection{Cut edges}

If $k(a)\neq0$, the part of the integral just below $a$ dominates as $\nu\to a$ from above. There $x/(x^2-\nu^2)\approx\tfrac12/(x-\nu)$. Over a short length $L$,
\begin{equation}
E(\nu)\simeq\frac{k(a)}\pi\int_{a-L}^{a}\frac{dx}{x-\nu}+\text{const}
=\frac{k(a)}\pi\ln\frac{\nu-a}{\nu-a+L}+\text{const},
\end{equation}
which tends to $-\infty$ logarithmically. In the example $k(a)=0.036$, so each tenfold approach to the edge changes $E$ by $0.036\ln10/\pi=0.026$. No constant shift removes this. The results below therefore stay at least 50 cm$^{-1}$ from both ends.

\section{A discretization that respects the pole}

Let $k_j$ be given at equally spaced nodes $x_j$ with step $h$, and evaluate $n$ midway between nodes:
\begin{equation}
n_U(\nu)=1+\frac2\pi\sum_j w_j\frac{x_jk_j}{x_j^2-\nu^2},
\end{equation}
where $w_j=h$, except $w_j=h/2$ at the two ends.

To see why the trapezoidal rule survives the pole, write the integrand $xk/(x^2-\nu^2)$ as $F(x)/(x-\nu)$, with $F=xk/(x+\nu)$. Take the largest interval centred on $\nu$ that fits in the window. It ends on nodes, because the nodes lie symmetrically about a midpoint. Inside it put $F(x)=F(\nu)+(x-\nu)G(x)$ with $G$ smooth. The principal value of $F(\nu)/(x-\nu)$ vanishes by symmetry, and so does its sum, node pair by node pair. What remains, $G$ inside and a regular integrand outside, has the usual $O(h^2)$ error.

An anchor inside the window must be a midpoint for the same reason. One outside needs no such care, since the data do not reach its pole.

A constant $k=\delta k$ provides a closed form. Because $\int x\,dx/(x^2-\nu^2)=\tfrac12\ln|x^2-\nu^2|$,
\begin{equation}
\delta n_U(\nu)=\frac{\delta k}\pi\ln\frac{b^2-\nu^2}{\nu^2-a^2}.
\label{base}
\end{equation}
Against this formula at 701 cm$^{-1}$, dividing the step by three reduced the error by a factor of 9.00, as second order requires.

\section{Reading the example}

The film has five vibrational oscillators and one electronic oscillator at 80000 cm$^{-1}$ (9.92 eV); the vibrational $(\nu_j,\gamma_j,S_j)$ are $(440,50,0.45)$, $(800,40,0.06)$, $(1040,80,0.25)$, $(1272,12,0.004)$ and $(2970,25,0.0005)$, and the electronic ones are $(80000,4000,0.95)$. The window, 650--4000 cm$^{-1}$ (15.4--2.5 $\mu$m), omits the centre of the strong band at 440 cm$^{-1}$ and the electronic band. The true index comes from $\sqrt\varepsilon$, and $E_l$, $E_h$ from separate integrals outside the window. With $h=2$ cm$^{-1}$ and the anchor at 2001 cm$^{-1}$:

\begin{center}
\begin{tabular}{rrrrrr}
$\nu$ & $n$ & $n_U$ & $n_S$ & $E_l$ & $E_h$\\
\hline
701 & 1.540 & 1.248 & 1.637 & $-0.103$ & 0.396\\
901 & 1.597 & 1.246 & 1.635 & $-0.046$ & 0.396\\
1273 & 1.160 & 0.783 & 1.172 & $-0.019$ & 0.396\\
2001 & 1.350 & 0.961 & 1.350 & $-0.007$ & 0.396\\
3901 & 1.387 & 0.991 & 1.380 & $-0.002$ & 0.398
\end{tabular}
\end{center}

The high-side error is large and flat, and the anchor nearly removes it: at 3901 cm$^{-1}$, 0.398 becomes 0.0017. If all of it came from 80000 cm$^{-1}$, the remainder would be $0.398(3901^2-2001^2)/80000^2=0.0007$. The larger value means that some of the missing absorption lies nearer the window, chiefly in the low-frequency tail of the model's electronic oscillator.

The low-side error varies strongly and survives. At 701 cm$^{-1}$ it is $-0.103$ before anchoring and $-0.096$ after, which accounts for nearly all of the total anchored error of $-0.097$. At 2971 cm$^{-1}$, beyond $\sqrt2\times2001=2830$ cm$^{-1}$, anchoring raises its magnitude from 0.0031 to 0.0040.

\subsection{How good can any anchor be?}

Every choice of anchor gives the same curve plus a constant, so the options can be compared by root-mean-square (rms) error over 701--3949 cm$^{-1}$, with window and data held fixed:

\begin{center}
\begin{tabular}{lr}
setting & rms error in $n$\\
\hline
plain & 0.385\\
plain, plus electronic constant 0.396 & 0.021\\
anchor at 701 cm$^{-1}$ & 0.093\\
anchor at 2001 cm$^{-1}$ & 0.018\\
anchor at 633 nm & 0.031
\end{tabular}
\end{center}

The second row adds $n_{\rm el}-1$, where $n_{\rm el}=1.396$ is the low-frequency index due to the electronic oscillator alone. A shift $c$ leaves a mean-square error $V+(\bar E-c)^2$, where $\bar E$ and $V$ are the mean and variance of $E$ over the outputs. The first two rows, taken with the printed digits, determine both:
\begin{align}
\bar E&=\frac{0.38469^2-0.02131^2+0.39642^2}{2\times0.39642}=0.3843,\\
\sqrt V&=\sqrt{0.38469^2-\bar E^2}\approx0.0175 .
\end{align}
No constant can bring the rms error below about 0.0175. The anchor at 2001 cm$^{-1}$ is close to this floor because $E(\nu_0)=0.389$ is close to $\bar E$. The floor itself is reached where $E(\nu_0)=\bar E$, near 1580 cm$^{-1}$. Further improvement needs more than a constant: data below 650 cm$^{-1}$, or an assumed shape for their effect. Far above the missing band $E_l$ falls roughly as $-1/\nu^2$, and a correction $c+d/\nu^2$ fixed by two known indices, at 901 and 2501 cm$^{-1}$, lowers the rms error to 0.003.

The visible anchor does less well mainly because electronic dispersion is no longer negligible at 633 nm (15798 cm$^{-1}$). With its small damping neglected, the electronic oscillator alone gives an index $\sqrt{1+0.95/(1-0.197^2)}=1.410$ there, against 1.396 at low frequency, an excess of 0.014. That excess is carried into the infrared. Removing the dispersion first, with a fit to the transparent region, addresses this part of the error.

\subsection{A case where anchoring harms}

Remove the electronic oscillator and keep the vibrations and the window. At 3001 cm$^{-1}$ the plain error is $-0.004$; with the anchor at 701 cm$^{-1}$ it is $+0.132$. Equation (\ref{errS}) gives $E(\nu_0)=-0.004-0.132=-0.136$, far outside the interval from $2E(\nu)=-0.008$ to 0. With little missing above the window, a low anchor imports an error that the plain transform did not have.

\section{Errors in the data}

An error in the anchor index shifts the whole curve by the same amount. Independent noise of standard deviation $\sigma$ in each $k_j$ acts mainly through the nodes near the pole, where $x_j-\nu=(m+\frac12)h$ with integer $m$ and the weight of $k_j$ is about $h/[\pi(x_j-\nu)]$. Hence
\begin{equation}
\operatorname{var}n_U\simeq\frac{\sigma^2}{\pi^2}\sum_{m=-\infty}^{\infty}\frac1{(m+\frac12)^2}=\sigma^2 .
\end{equation}
An anchor well inside the window adds an equal variance from its own pole. The covariance involves $\sum_j 1/[(x_j-\nu)(x_j-\nu_0)]$, which splits by partial fractions into two sums that each cancel in pairs when the ends are far away. The noise thus grows to about $\sqrt2\,\sigma$. Simulated noise with $\sigma=0.0010$ gave 0.0010 for the plain transform at 1101 cm$^{-1}$, 0.0014 with the anchor at 2001 cm$^{-1}$, and 0.0010 with the anchor at 633 nm, whose pole lies outside the data.

A baseline offset of 0.002 in $k$ changes $n_S$ by at most 0.003 over the reported range. By (\ref{base}) the change is $(0.002/\pi)$ times the difference of the logarithms at $\nu$ and $\nu_0$, and it is largest near the window ends.

\section{Beside a real film}

The parameters are rough values for an organosilicate (SiCOH) dielectric. The static permittivity, 2.7, and the electronic index, 1.40, are in the usual range for such films. A single electronic oscillator of width 4000 cm$^{-1}$ is much narrower than real interband absorption, and its Lorentzian tail is not a prediction for the transparent region. A thickness taken 2\% too high changes $n_S$ by up to 0.012, and a Gaussian blur of $k$ with 4 cm$^{-1}$ full width by up to 0.008. Of the effects tried here, the largest comes from taking $k$ from transmission by Beer's law. For a 500 nm film on silicon, with bare silicon as the reference and reflections from the back of the wafer ignored, Beer's law gives $k=-0.123$ at 3500 cm$^{-1}$ instead of 0.001. A transparent film of the same real index gives $-0.124$, so the false value comes from changed reflection and interference. Used as input, such data change $n_S$ by up to 0.21, about twice the largest truncation error with the 2001 cm$^{-1}$ anchor. A thin-film optical analysis must come before the transform.

\section{Choosing the settings}

\begin{itemize}
\item Use the subtractive transform when the main omission is remote absorption above the window. If a reliable electronic index is available instead, adding it as a constant does nearly the same work.
\item Place the anchor in a transparent gap, away from cut edges and above the missing low-frequency bands. The low-side error is certain to be amplified at every $\nu>\sqrt2\,\nu_0$, and amplification can begin somewhat below that. This matters when the highest frequencies are the ones of interest. Raising the anchor to avoid it has a price at the low end, where the error is larger: in the example an anchor at 2793 cm$^{-1}$ gives an rms error of 0.020, against 0.018 at 2001 cm$^{-1}$. For the smallest rms error, aim for $E(\nu_0)\approx\bar E$.
\item Spend effort on the lower window limit if a strong band lies just below it. A single anchor does not restore the missing curvature.
\item If a calculation supplies vibrational $\operatorname{Im}\varepsilon$ rather than $k$, transform $\varepsilon$. The same derivation holds with $n-1$ and $k$ replaced by $\operatorname{Re}\varepsilon-1$ and $\operatorname{Im}\varepsilon$, and the anchor becomes $\operatorname{Re}\varepsilon(\nu_0)=n^2-k^2$. Do not take $k$ from a permittivity without its electronic part: since $\operatorname{Im}\varepsilon=2nk$, a wrong $n$ also makes $k$ wrong, and a shift of $n$ afterwards does not correct it.
\end{itemize}

\section*{Calculated quantities}
\begin{verbatim}
Oscillators: centre 1/cm, width 1/cm, strength
       440     50   0.4500
       800     40   0.0600
      1040     80   0.2500
      1272     12   0.0040
      2970     25   0.0005
     80000   4000   0.9500
Electronic oscillator energy: 9.92 eV
Static permittivity: 2.715
Window: 650 to 4000 1/cm (15.38 to 2.50 um)
Step: 2 1/cm; samples: 1676
Outputs reported: 701 to 3949 1/cm
Anchor: 2001 1/cm, n = 1.34992
Peak k in window: 1.047 at 1052 1/cm
nu 1/cm, n true, n plain, n anchored, err plain, err anchored
  701  1.54046  1.24796  1.63711   0.29250  -0.09665
  801  1.57391  1.24231  1.63147   0.33159  -0.05756
  901  1.59657  1.24618  1.63533   0.35039  -0.03876
 1041  1.63919  1.27437  1.66353   0.36482  -0.02434
 1273  1.16014  0.78332  1.17248   0.37681  -0.01234
 1501  1.28315  0.90030  1.28945   0.38285  -0.00630
 2001  1.34992  0.96077  1.34992   0.38915   0.00000
 2971  1.37715  0.98349  1.37264   0.39366   0.00451
 3901  1.38692  0.99072  1.37987   0.39620   0.00705
nu 1/cm, E low side, E high side, anchored low, anchored high
  701  -0.10346   0.39597  -0.09632  -0.000324
  801  -0.06439   0.39598  -0.05725  -0.000311
  901  -0.04560   0.39600  -0.03846  -0.000296
 1041  -0.03121   0.39602  -0.02406  -0.000271
 1273  -0.01926   0.39607  -0.01211  -0.000223
 1501  -0.01328   0.39613  -0.00614  -0.000165
 2001  -0.00714   0.39629   0.00000   0.000000
 2971  -0.00314   0.39680   0.00400   0.000507
 3901  -0.00180   0.39801   0.00534   0.001712
Max error-identity mismatch: plain 1.4e-06, anchored 1.4e-06
Error ratio for step divided by 3: 8.999
k at lower edge: 0.03614; edge error per decade: 0.02649 (law 0.02649)
RMS error, plain: 0.38469
Electronic index: 1.39642; RMS error with it: 0.02131
Anchor 701 1/cm: RMS error 0.09344, max 0.10399
Anchor 2001 1/cm: RMS error 0.01818, max 0.09665
Anchor 15798 1/cm: RMS error 0.03113, max 0.11753
Vibrations only, anchor 701, at 3001 1/cm:
  error plain -0.00388, anchored 0.13200
Noise in k 0.0010; in n at 1101 1/cm:
  plain 0.00101, anchor 2001 0.00142, anchor 633 nm 0.00101
Max change of n, baseline 0.002 in k: 0.00308
Max change of n, thickness 2% high: 0.01167
Max change of n, resolution 4 1/cm: 0.00835
Film 500 nm on silicon, n = 3.42
k at 3500 1/cm: true 0.00104, Beer -0.12282, Beer if clear -0.12400
Max change of n from Beer's law: 0.2051
\end{verbatim}
